# Why core excitations spoil the one-resonance C6 estimate for caesium

## The form of the estimate

Two neutral atoms in spherical ground states have no mean dipole, so the dipole coupling, which falls as $R^{-3}$, gives no energy in first order. In second order it enters twice:

$$E(R)=-\frac{C_6}{R^6}.$$

Suppose that one excitation energy $\Omega_1$ and one polarizability $\alpha$, measured as a volume, describe each atom. The square of the coupling contains a factor $e^2z^2$ for each atom, where $z^2$ is the mean square displacement of its electrons along one axis. This factor is proportional to $\alpha\Omega_1$, because a large polarizability means a large displacement or a small excitation energy. Dividing the product of the two factors by an excitation energy, as second order requires, gives

$$C_6=k\,\alpha^2\Omega_1 ,$$

with $k$ a pure number. It will turn out to be $3/4$. Any failure of the estimate must then come from excitations at other energies.

For caesium the size of the failure depends on which $\alpha$ is inserted. In the calculation below the error is 10% of $C_6$ with the total polarizability and 18% with the valence part alone. A percentage error therefore has a meaning only when that choice is stated. For lithium both errors are about 2%. These percentages belong to the model used below; the last section compares them with real atoms.

Rydberg units are used: $\hbar=1$, $2m=1$, $e^2=2$, energies in Ry and lengths in $a_0$. The atoms are identical, far enough apart for overlap to be negligible, and close enough for retardation to be negligible.

## The number 3/4

Let $\mathbf r_A$ and $\mathbf r_B$ be the sums of the electron coordinates in each atom, measured from its nucleus, with the $z$ axis joining the atoms. The dipole coupling is

$$V=\frac{2}{R^3}\left(x_Ax_B+y_Ay_B-2z_Az_B\right),$$

where the prefactor is $e^2=2$. The mean of $\mathbf r$ vanishes in the ground state, so both atoms must be excited in the intermediate state. For a level $n$ at energy $\Omega_n$ above the ground state, define

$$z_n^2=\sum_{\text{states in level }n}|\langle n|z|0\rangle|^2 .$$

Spherical symmetry makes the corresponding sums for $x$ and $y$ equal to this one, and makes mixed sums such as $xy$ vanish. The squares of the coefficients $1,1,-2$ add to 6, and the squared prefactor is 4. Hence

$$C_6=24\sum_{mn}\frac{z_m^2z_n^2}{\Omega_m+\Omega_n}.$$

A static field $F$ adds $eFz$ to the energy of the electrons. The second-order shift $-e^2F^2\sum_n z_n^2/\Omega_n$ must equal $-\alpha F^2/2$, so

$$\alpha=\sum_n\alpha_n,\qquad \alpha_n=\frac{2e^2z_n^2}{\Omega_n}=\frac{4z_n^2}{\Omega_n}=\frac{4f_n}{\Omega_n^2},$$

where $f_n=\Omega_nz_n^2$ is the oscillator strength. Substituting $z_n^2=\alpha_n\Omega_n/4$ turns the factor 24 into $24/16=3/2$:

$$C_6=\frac32\sum_{mn}\alpha_m\alpha_n\frac{\Omega_m\Omega_n}{\Omega_m+\Omega_n}. \tag{1}$$

With a single level the fraction is $\Omega_1/2$, and $C_6=\tfrac34\alpha^2\Omega_1$. The form is the same in hartree units, because $C_6$ and $\Omega_1$ are both halved while the volume $\alpha$ is unchanged.

## Where imaginary frequencies enter

In a field $F\cos\omega t$, the first-order amplitude $c_n$, with the ground-state phase removed, obeys

$$i\dot c_n=\Omega_nc_n+eFz_n\cos\omega t .$$

Insert $c_n=a\cos\omega t+ib\sin\omega t$. The sine terms give $b=-a\omega/\Omega_n$, and the cosine terms give $-b\omega=\Omega_na+eFz_n$. Therefore

$$a=-\frac{eFz_n\Omega_n}{\Omega_n^2-\omega^2}.$$

The induced dipole is $-2e z_n a\cos\omega t$, so level $n$ contributes $\alpha_n\Omega_n^2/(\Omega_n^2-\omega^2)$. Replacing $\omega$ by $i\omega$ gives

$$\alpha(i\omega)=\sum_n\frac{\alpha_n\Omega_n^2}{\Omega_n^2+\omega^2}. \tag{2}$$

This function has no resonances. Each term stays near its static value until $\omega$ approaches its own $\Omega_n$, and then falls.

To connect it with (1), split the product of two denominators for $p\ne q$:

$$\frac1{(p^2+\omega^2)(q^2+\omega^2)}=\frac1{q^2-p^2}\left(\frac1{p^2+\omega^2}-\frac1{q^2+\omega^2}\right).$$

Since $\int_0^\infty d\omega/(p^2+\omega^2)=\pi/(2p)$, the integral of the left side is

$$\frac{\pi}{2(q^2-p^2)}\left(\frac1p-\frac1q\right)=\frac{\pi}{2pq(p+q)} .$$

The case $p=q$ follows by continuity. Squaring (2) and integrating term by term reproduces (1) in the form

$$C_6=\frac3\pi\int_0^\infty\alpha(i\omega)^2\,d\omega. \tag{3}$$

The imaginary frequency is an integration variable, not the frequency of an applied field. It records how far each part of the response persists.

## The estimate is a lower bound

Write (1) as

$$C_6=\frac34\sum_{mn}\alpha_m\alpha_n\,h(\Omega_m,\Omega_n),\qquad h(p,q)=\frac{2pq}{p+q}.$$

The derivative $\partial h/\partial p=2q^2/(p+q)^2$ is positive, and $h$ is symmetric. If $\Omega_1$ is the lowest dipole-allowed excitation energy, then $h\ge h(\Omega_1,\Omega_1)=\Omega_1$. For a ground state every $\alpha_n$ is nonnegative, hence

$$C_6\ge\frac34\alpha^2\Omega_1,$$

and the deficit is

$$C_6-\frac34\alpha^2\Omega_1=\frac34\sum_{mn}\alpha_m\alpha_n\left[h(\Omega_m,\Omega_n)-\Omega_1\right]. \tag{4}$$

Each term is nonnegative, so contributions can be weighed without cancellation. The argument fails for an excited atom, which can have downward transitions with negative $\alpha_n$.

## The response that is computed

The atoms are treated in the spin-polarized local-density approximation (LDA) with its adiabatic linear response. Lithium has all three electrons. Caesium has nine, in 5s, 5p and 6s; a scalar-relativistic pseudopotential replaces the other 46.

Let $D$ be the diagonal matrix of gaps between occupied and empty orbitals, $d$ the vector of their dipole elements, and $K$ the Coulomb and exchange-correlation coupling. A local functional responds to the density, which depends on the in-phase parts $a$ of the orbital amplitudes as $2a$. The two equations of the previous derivation become

$$-\omega a=Db,\qquad -\omega b=(D+2K)a+eFd .$$

Put $S=D+2K$, eliminate $b=-\omega D^{-1}a$, and form the dipole $-2e\,d^Ta$. At imaginary frequency this gives

$$\alpha(i\omega)=4\,d^T\left(S+\omega^2D^{-1}\right)^{-1}d .$$

With $M=D^{1/2}SD^{1/2}$, the bracket is $D^{-1/2}(M+\omega^2)D^{-1/2}$. If $u_n$ are the normalized eigenvectors of $M$ and $\Omega_n^2$ its eigenvalues, then

$$\alpha(i\omega)=\sum_n\frac{4f_n}{\Omega_n^2+\omega^2},\qquad f_n=\left(u_n^TD^{1/2}d\right)^2\ge0 .$$

This is the form (2) with nonnegative strengths, so (1), (3) and the bound apply to this model response as well.

An excitation is called core if more than half of the squared components of $u_n$ start from core orbitals: 1s in lithium, 5s and 5p in caesium. This is a convention, since the electrons respond together. It is a reasonable one here: the caesium core part is $16.9\,a_0^3$, and a separate calculation of the free ion Cs$^+$ gives $16.6\,a_0^3$. The split is less well converged than the totals, because a few discretized continuum levels have mixed character. In a larger basis the caesium core part becomes $16.2\,a_0^3$, $x$ becomes 0.048, the core error 9.1% instead of 9.4%, and the valence-only error 18.0% instead of 18.3%. In that basis $\alpha$ and $C_6$ move by about 0.05% and the error with the total polarizability stays at 9.8%. The extra digits below serve only to follow the arithmetic.

The static polarizabilities were tested against self-consistent calculations in a weak field, and the sum (1) against the integral (3).

## First contribution: the resonance

For lithium, $\Omega_1=0.1449$ Ry and $\alpha=143.6\,a_0^3$, so

$$\frac34(143.64)^2(0.14491)=2242\ \text{Ry}\,a_0^6 .$$

The full response gives $C_6=2284$ Ry $a_0^6$, or 1142 hartree $a_0^6$. The estimate is 1.8% below it.

For caesium, $\Omega_1=0.1119$ Ry and $\alpha=350.9\,a_0^3$, so

$$\frac34(350.94)^2(0.11193)=10339\ \text{Ry}\,a_0^6 .$$

The full response gives 11466 Ry $a_0^6$, or 5733 hartree $a_0^6$. The estimate is 9.8% below it.

## Second contribution: higher valence excitations

The lithium resonance has $f_1=0.742$ and supplies

$$\alpha_1=\frac{4(0.7424)}{(0.14491)^2}=141.4\ a_0^3$$

out of a valence part of $143.4\,a_0^3$. Higher valence excitations hold the remaining $2.0\,a_0^3$, or 1.4%. Since $\alpha_n=4f_n/\Omega_n^2$, oscillator strength at higher energies counts for less in the polarizability.

Their effect on the deficit is also limited. When one partner is the resonance,

$$h(\Omega_1,\Omega_n)-\Omega_1=\Omega_1\frac{\Omega_n-\Omega_1}{\Omega_n+\Omega_1}<\Omega_1 .$$

Such a pair occurs twice in the double sum, so a small fraction $\epsilon$ of the polarizability adds less than about $2\epsilon$ to $C_6$, apart from terms in $\epsilon^2$. Here that ceiling is 2.8%. The computed valence contribution to the lithium deficit is 1.5% of $C_6$, most of the total of 1.8%.

In caesium the same contribution is 0.5% of $C_6$ in this basis; it is 0.8% in a larger basis and 0.6% if the core response is taken from the free ion, in each case below the lithium value. Its resonance has $f_1=1.036$ and supplies about $331\,a_0^3$ of the valence part of $334\,a_0^3$. A strength slightly above one is no contradiction. Among the uncoupled orbitals, the upward transitions from 6s carry a strength of about 1.26, balanced by about $-0.25$ for the downward transition to the filled 5p shell, which cannot occur. The nonlocal pseudopotential also breaks the sum rule: the caesium strengths add to about 10.4 for nine electrons. The valence electron of caesium is thus closer to a single oscillator than that of lithium. The larger error must come from elsewhere.

## Third contribution: the core

Denote the valence and core polarizabilities by $\alpha_v$ and $\alpha_c$. Replace the valence spectrum by one pole at $\Omega_1$ and the core spectrum by one pole at $E_c$, chosen so that the core-core part of $C_6$ is $\tfrac34\alpha_c^2E_c$. Define

$$x=\frac{\alpha_c}{\alpha_v},\qquad r=\frac{E_c}{\Omega_1},\qquad B=\frac34\alpha_v^2\Omega_1 .$$

The valence-core pair occurs twice in (1) and gives

$$2\cdot\frac32\alpha_v\alpha_c\frac{\Omega_1E_c}{\Omega_1+E_c}=3\alpha_v\alpha_c\Omega_1\frac r{1+r}=B\,\frac{4xr}{1+r}.$$

The core-core term is $\tfrac34\alpha_c^2E_c=Bx^2r$. Therefore

$$\frac{C_6}{B}=1+\frac{4xr}{1+r}+x^2r. \tag{5}$$

The estimate with the total polarizability gives $(1+x)^2=1+2x+x^2$ in the same units. Subtracting it leaves

$$\frac{C_6-\frac34\alpha^2\Omega_1}{B}=2x\frac{r-1}{r+1}+x^2(r-1). \tag{6}$$

For a core far above the resonance the cross term in (5) approaches $4x$, while the squared total polarizability supplies $2x$. It therefore accounts for about half of the leading core effect.

The factor of four has a direct meaning. A fluctuating valence dipole on one atom produces a field at the other with mean square $6e^2z_v^2/R^6$, where $z_v^2=\alpha_v\Omega_1/4$. A core with $E_c\gg\Omega_1$ follows this field as if it were static, and its energy is

$$-\frac12\alpha_c\frac{6e^2z_v^2}{R^6}=-\frac32\frac{\alpha_v\alpha_c\Omega_1}{R^6}.$$

The two atoms exchange roles, which doubles the result to $3\alpha_v\alpha_c\Omega_1=4xB$. Two valence electrons have equal frequencies, so neither follows the other as a static medium would. Per unit of polarizability, the stiff core is the more effective partner.

## Weighing the caesium terms

The computed values are $x=0.0506$ and $r=11.9$. Equation (6) gives

$$2(0.05063)\frac{10.92}{12.92}+(0.05063)^2(10.92)=0.0856+0.0280=0.1136 .$$

With $B=9366$ Ry $a_0^6$ this is 1064 Ry $a_0^6$, or 9.3% of $C_6$. The full sum (4) assigns 9.4% to the core. About three quarters of the core error comes from the valence-core term and one quarter from the core-core term.

The parts of the full $C_6$ are 82.2% valence-valence, 15.3% valence-core and 2.5% core-core. The core is involved in 17.8% of $C_6$, although it holds 4.8% of the static polarizability. Of this 17.8%, the total $\alpha$ recovers

$$\frac{(2x+x^2)B}{C_6}=\frac{0.1038\times9366}{11466}=8.5\% ,$$

and 9.4% remains, apart from rounding. Adding the 0.5% from higher valence excitations gives the 9.8% error. If $\alpha_v$ is used instead, nothing is recovered and the error is 18.3%.

Equation (5) also shows how the error varies with $x$. With $r$ fixed at 11.9 and higher valence excitations neglected, the valence-only estimate would be, for example, 15% low when

$$\frac{4xr}{1+r}+x^2r=\frac{0.15}{0.85}=0.176 ,$$

which gives $x\simeq0.042$. This corresponds to a valence polarizability about 20% larger with the same core. For that $x$, (6) puts the error with the total polarizability near 8%. The percentages thus change with $x$, but since $\alpha>\alpha_v$ and both estimates lie below $C_6$, the one with the total polarizability is always the closer.

The two-pole form was tested separately. With the valence pole placed at the effective energy 0.1126 Ry, which reproduces the valence-valence part, it gives 11466 Ry $a_0^6$. The valence-valence and core-core parts agree by construction, so only the cross term is tested. The five-digit match is accidental: in a larger basis the cross term is 0.8% low and the total 0.1% low. The zero-point energy of the corresponding coupled oscillators gives the same value as the two-pole formula, which confirms its algebra.

## The core share along the imaginary axis

In the two-pole model, (2) gives

$$\frac{\alpha_c(i\omega)}{\alpha_v(i\omega)}=x\,\frac{1+\omega^2/\Omega_1^2}{1+\omega^2/E_c^2}. \tag{7}$$

For $E_c>\Omega_1$ this ratio rises steadily, from $x$ at zero frequency towards $xr^2$. At $\omega=\Omega_1$ the valence response has halved and the core response has hardly changed, so the ratio has nearly doubled.

The full caesium response shows this behaviour. The core share of $\alpha(i\omega)$ is 4.8% at $\omega=0$, 9.1% at $\Omega_1$, 32% at $3\Omega_1$ and 74% at $10\Omega_1$. At the last frequency (7) gives a ratio of 3.0, or a share of 75%. These shares depend on the core assignment: in a larger basis they are 4.6%, 8.7%, 30% and 71%, and (7) gives 74% for the last.

A share of 74% does not mean that the core dominates $C_6$. At $10\Omega_1$ the two-pole polarizability is

$$\frac{334}{101}+\frac{16.9}{1.70}=3.3+9.9=13.2\ a_0^3 ,$$

and its square is about 0.14% of the static square. The integral (3) draws mainly on lower frequencies, where the core share is several times smaller.

The lithium core also gains weight: its share rises from 0.16% at $\omega=0$ to 11% at $10\Omega_1$, a larger relative increase than in caesium. Growth along the imaginary axis is therefore not enough to cause a large error. The static share must also be appreciable.

## Why the lithium core is harmless

For lithium, $x=0.2245/143.41=0.00157$ and $r=5.109/0.14491=35.3$. Equation (6) then predicts a core error of 0.30% of $C_6$; the full response gives 0.32%.

To compare the cores, write $x=\phi/r^2$, where $\phi=\alpha_cE_c^2/(\alpha_v\Omega_1^2)$ is the ratio of core to valence oscillator strength in the two-pole model. It is 7.2 for caesium and 1.9 for lithium, a factor of 3.7. The factor $1/r^2$ is larger for caesium by $(35.3/11.9)^2\simeq8.8$. Together they make $x$ about 32 times larger. The lower relative energy of the caesium core thus matters more than its greater strength.

This form also settles the limit of a hard core. If $r$ grew at fixed $x$, the term $x^2r$ in (5) would grow without limit, but that would demand ever more oscillator strength. At fixed strength ratio,

$$\frac{4xr}{1+r}=\frac{4\phi}{r(1+r)}\to0,\qquad x^2r=\frac{\phi^2}{r^3}\to0 ,$$

and the core drops out. In the opposite limit, $r\to1$, (6) vanishes for any $x$: a core at the resonance energy would simply add to the same oscillator. The error needs a core that is stiffer than the valence electron but still soft enough to be polarized.

## What the numbers leave out

The caesium calculation omits spin-orbit coupling, which splits the resonance, and the response of the 4d and deeper shells. The local functional places the ionization threshold too low, which affects the higher valence excitations, and the Gaussian bases represent the continuum by discrete levels. The values of $C_6$ are results of this model, not measurements. A different 46-electron pseudopotential raises the caesium $\alpha$ and $C_6$ by about 2% and changes the 9.8% error to 9.6%. The functional matters more. Accepted values are near $\alpha=164$ and $401\,a_0^3$ and $C_6=1393$ and 6851 hartree $a_0^6$ for lithium and caesium. The model is therefore about 12% low in $\alpha$, 16 to 18% low in $C_6$, and 6 to 7% high in $\Omega_1$. With the accepted values and a core polarizability near $16\,a_0^3$, the caesium errors are about 7% and 15% if $\Omega_1$ is the weighted mean of the two resonance lines. They are about 10% and 17% if it is the lower line, which is the one the bound requires. Lithium stays near 2%.

The asymptotic law itself needs $R$ large enough to suppress overlap and higher multipoles. It also needs $R$ small compared with the distance light travels in a time $1/\Omega_1$; beyond that, retardation changes the power of $R$. Within this range the bound holds, and (6) gives the leading estimate of what a polarizable core adds to it. The computed values are collected in the numerical output.

## Computed values

```
Li resonance energy: 0.14491 Ry
Li resonance oscillator strength: 0.7424 (no unit)
Li static alpha, response: 143.64 a0^3
Li static alpha, finite field: 143.64 a0^3
Li valence alpha: 143.41 a0^3
Li core alpha: 0.2245 a0^3
Li C6, full response: 2284.1 Ry a0^6
Li C6, converted: 1142.1 hartree a0^6
Li C6 valence-valence share: 99.37 %
Li C6 valence-core share: 0.6167 %
Li C6 core-core share: 0.00846 %
Li estimate with total alpha: 2242.4 Ry a0^6
Li error with total alpha: 1.83 %
Li estimate with valence alpha: 2235.4 Ry a0^6
Li error with valence alpha: 2.13 %
Li total-alpha error due to valence: 1.51 % of C6
Li total-alpha error due to core: 0.318 % of C6
Li core share of alpha(i w), w = 0 x resonance: 0.156 %
Li core share of alpha(i w), w = 1 x resonance: 0.308 %
Li core share of alpha(i w), w = 3 x resonance: 1.44 %
Li core share of alpha(i w), w = 10 x resonance: 10.9 %
Li effective valence energy: 0.1471 Ry
Li effective core energy: 5.109 Ry
Cs resonance energy: 0.11193 Ry
Cs resonance oscillator strength: 1.036 (no unit)
Cs static alpha, response: 350.94 a0^3
Cs static alpha, finite field: 350.93 a0^3
Cs valence alpha: 334.03 a0^3
Cs core alpha: 16.91 a0^3
Cs C6, full response: 11466 Ry a0^6
Cs C6, converted: 5732.9 hartree a0^6
Cs C6 valence-valence share: 82.17 %
Cs C6 valence-core share: 15.34 %
Cs C6 core-core share: 2.49 %
Cs estimate with total alpha: 10339 Ry a0^6
Cs error with total alpha: 9.83 %
Cs estimate with valence alpha: 9366.4 Ry a0^6
Cs error with valence alpha: 18.3 %
Cs total-alpha error due to valence: 0.476 % of C6
Cs total-alpha error due to core: 9.35 % of C6
Cs core share of alpha(i w), w = 0 x resonance: 4.82 %
Cs core share of alpha(i w), w = 1 x resonance: 9.08 %
Cs core share of alpha(i w), w = 3 x resonance: 31.7 %
Cs core share of alpha(i w), w = 10 x resonance: 74.3 %
Cs effective valence energy: 0.1126 Ry
Cs effective core energy: 1.334 Ry
Li oscillator-strength sum: 3 (no unit)
Cs+ static alpha: 16.55 a0^3
Cs two-pole C6: 11466 Ry a0^6
Cs coupled-oscillator C6: 11466 Ry a0^6
Cs core-to-valence alpha ratio x: 0.05063 (no unit)
Cs core-to-resonance energy ratio r: 11.92 (no unit)
Cs core error from x and r: 9.28 % of C6
```
